# Mean Waiting Times in Kinetic Monte Carlo Are Not Statistically Exact

A vacancy in a silicon crystal sits on a lattice site and vibrates with its surroundings until one of its four neighbouring atoms crosses a barrier and fills it. The vacancy has then moved by one bond length. At 900 K, with rough typical values for the barrier and the attempt frequency, it waits about 4 ps between such hops. A kinetic Monte Carlo simulation follows the hops and leaves out the vibrations. At each site it makes two decisions: which neighbour moves, and how much time has passed.

If the total hop rate is $R$, the second decision can be made by drawing a number $u$ uniformly between 0 and 1 and advancing the clock by

$$\Delta t=-\frac{\ln u}{R}.$$

The average of $-\ln u$ is $-\int_0^1\ln u\,du=1$, so the average advance is $1/R$. It seems natural to skip the random number and add $1/R$ at every hop. I call this rule the mean clock.

## The belief and its appeal

The belief is that the mean clock is statistically exact: the random part of each wait is noise that averages out, so nothing physical is lost by removing it.

Much speaks for this. The mean clock gives the correct mean time for any fixed number of hops. It leaves the sequence of visited sites untouched. For equal total rates, the relative scatter of the elapsed time becomes small over many hops. The computed mean time is also less noisy than with random waits.

All of these statements are true, and they are derived below. None of them, however, says that the whole distribution of times is right, and that is what "statistically exact" claims. For equal total rates, the time taken by $n$ hops has variance $n/R^2$, and the mean clock replaces it by zero.

## One wait

Let the possible hops from a site have constant rates $k_1,k_2,\dots$, with $R=\sum_i k_i$. A constant rate means that a hop still pending at time $t$ occurs in the next short interval $dt$ with probability $k_i\,dt$, whatever has happened before. The probability $S_i$ that it is still pending obeys $dS_i/dt=-k_iS_i$ with $S_i(0)=1$, so $S_i=e^{-k_it}$. The hops compete independently, and the vacancy stays put as long as none has occurred:

$$S(t)=\prod_i e^{-k_it}=e^{-Rt}.$$

The rule $\Delta t=-\ln u/R$ samples this law, because $\Delta t>t$ means $u<e^{-Rt}$, which has probability $e^{-Rt}$.

The probability density that the wait ends at $t$ through hop $i$ is the survival probability times the rate of that hop:

$$k_ie^{-Rt}=\frac{k_i}{R}\times Re^{-Rt}.$$

The first factor is the probability of choosing hop $i$; the second is the density of the wait. Since the joint density factorizes, the length of the wait says nothing about the direction chosen. This is why changing the clock leaves the statistics of the path, counted in hops, unchanged.

The moments of the wait $\tau$ follow by integration by parts:

$$E[\tau]=\int_0^\infty tRe^{-Rt}dt=\int_0^\infty e^{-Rt}dt=\frac1R,$$

$$E[\tau^2]=\int_0^\infty t^2Re^{-Rt}dt=2\int_0^\infty te^{-Rt}dt=\frac{2}{R^2}.$$

The boundary terms vanish at both ends. The variance is therefore

$$\mathrm{Var}\,\tau=\frac{2}{R^2}-\frac{1}{R^2}=\frac1{R^2}.$$

The standard deviation of a single wait equals its mean, so the scatter is as large as the quantity itself.

## The time of $n$ hops

Suppose that every visited site has the same total rate $R$. The time of $n$ hops is $T_n=\tau_1+\dots+\tau_n$. The waits are independent, so their means and their variances both add:

$$E[T_n]=\frac nR,\qquad \mathrm{Var}\,T_n=\frac n{R^2}.$$

The mean clock gives $T_n=n/R$ in every run. Its mean is right and its variance is zero.

The argument that noise averages out can now be made precise. The relative spread is

$$\frac{\sqrt{\mathrm{Var}\,T_n}}{E[T_n]}=\frac{\sqrt n/R}{n/R}=\frac1{\sqrt n},$$

which falls with $n$. The absolute spread $\sqrt n/R$ grows. For a large number of hops, the mean clock is therefore safe for a deadline that lies a fixed percentage away from the mean time, but not for one that lies a fixed number of picoseconds away.

The full distribution comes from the probability $P_m(t)$ that $m$ hops have occurred by time $t$. This probability gains from $m-1$ hops and loses to $m+1$ hops:

$$\frac{dP_m}{dt}=RP_{m-1}-RP_m,\qquad P_{-1}=0,\quad P_0(0)=1.$$

Writing $P_m=e^{-Rt}g_m$ removes the loss term and leaves $dg_m/dt=Rg_{m-1}$, with $g_0=1$ and $g_m(0)=0$ for $m\ge1$. Repeated integration gives $g_m=(Rt)^m/m!$. The $n$-th hop is still to come if fewer than $n$ hops have occurred, so

$$P(T_n\le t)=1-e^{-Rt}\sum_{m=0}^{n-1}\frac{(Rt)^m}{m!}.$$

This curve rises smoothly. The mean clock turns it into a step from 0 to 1 at $t=n/R$.

## A vacancy in silicon

Take a barrier of 0.40 eV, an attempt frequency of 10 per ps for each bond, and a temperature of 900 K, where $k_BT=0.07756$ eV. The rate per bond and the total rate are

$$k=10\,e^{-0.40/0.07756}\ \mathrm{ps^{-1}}=0.0576\ \mathrm{ps^{-1}},\qquad R=4k=0.230\ \mathrm{ps^{-1}}.$$

The factor 4 counts the bonds of a site in the diamond lattice. The mean wait is $1/R=4.34$ ps. For 100 hops,

$$E[T_{100}]=100\times4.344\ \mathrm{ps}=434\ \mathrm{ps},\qquad \sqrt{\mathrm{Var}\,T_{100}}=10\times4.344\ \mathrm{ps}=43.4\ \mathrm{ps}.$$

The mean clock reports 434 ps with no spread.

The consequence is plain when there is a deadline. By 0.9 of the mean time, about 391 ps, the vacancy has completed its 100 hops with probability 0.158; the mean clock says 0. By 1.1 of the mean time, about 478 ps, the probability is 0.842; the mean clock says 1. In each case about one walk in six is put on the wrong side of the deadline, although the relative spread is just 10 %.

A simulation of 20,000 walks, with a separate random clock for each of the four bonds, gave a mean of 434.70 ps with a standard error of 0.31 ps, and a standard deviation of 43.5 ps. Both agree with the formulas within sampling error.

The distance covered in 100 hops does not depend on the clock. The four bond vectors of a site add to zero, so with equal rates each step has zero mean, whichever of the two sublattices the vacancy is on. Steps are independent, the cross terms in the mean squared displacement vanish, and $n$ steps of length $b$ give $nb^2$. With $b=0.2351$ nm the root-mean-square displacement is $10b=2.35$ nm. Agreement in this quantity is no evidence for the mean clock, since time does not enter it.

## Unequal total rates

If the total rate differs from site to site, fix the path first. Let $R_j$ be the total rate of the site left at hop $j$. Because waits and directions are independent at each site, knowing the path does not alter the law of the waits, and

$$E[T_n|\text{path}]=\sum_{j=1}^n\frac1{R_j}\equiv M,\qquad \mathrm{Var}[T_n|\text{path}]=\sum_{j=1}^n\frac1{R_j^2}.$$

The quantity $M$ is the reading of the mean clock. Averaging over paths gives $E[T_n]=E[M]$, so the mean survives here too.

For the variance, let $\mu=E[T_n]$ and split $T_n-\mu=(T_n-M)+(M-\mu)$. On squaring and averaging, the cross term vanishes: for a given path $M-\mu$ is a fixed number, and $T_n-M$ has zero mean. What remains is

$$\mathrm{Var}\,T_n=\mathrm{Var}\,M+E\Big[\sum_{j=1}^n\frac1{R_j^2}\Big].$$

The mean clock keeps the first term, the scatter between paths, and loses the second, the scatter of waits along a path. The second term is positive, so the variance is always too small. Complete erasure is the special case in which $M$ is the same for all paths, as it is for equal total rates.

A network of three states shows the proportions in one case. State 1 hops to states 2 and 3 with rates 1 and 3; state 2 hops to 1 and 3 with rates 2 and 0.5; state 3 hops to 1 and 2 with rates 0.4 and 0.6. The total rates are 4.0, 2.5 and 1.0. For six hops from state 1, the master equation and the enumeration of all paths give the same mean, 3.141 time units. The true variance is 2.454, of which the mean clock keeps 0.163 and loses 2.291. Even with total rates that differ by a factor of four, 93 % of the variance is lost here.

## Why the error can stay hidden

A simulation may stop at an event, such as arrival at a surface, and not after a set number of hops. The hop number $N$ is then random. For equal total rates $N$ is independent of the waits, and the time given $N$ has mean $N/R$ and variance $N/R^2$. The same splitting as before, now with $N$ fixed first, yields

$$\mathrm{Var}\,T=\frac{\mathrm{Var}\,N+E[N]}{R^2}.$$

The mean clock keeps $\mathrm{Var}\,N/R^2$ and loses $E[N]/R^2$.

To compare the two, consider a symmetric walk on a line that ends at the sites $\pm L$. Let $u(x)$ be the mean number of hops from site $x$. One hop leads to either neighbour with probability ½, so

$$u(x)=1+\tfrac12[u(x+1)+u(x-1)],\qquad u(\pm L)=0.$$

The solution is $u=L^2-x^2$, since the average of $(x+1)^2$ and $(x-1)^2$ is $x^2+1$. Let $w(x)=E[N^2]$, and let a bar denote the average over the two neighbours. With $N=1+N'$, where $N'$ counts the hops after the first,

$$w=1+2\bar u+\bar w=\bar w+2u-1,$$

where $\bar u=u-1$ was used. Try $w=\alpha(L^2-x^2)+\beta(L^4-x^4)$, which vanishes at the ends. The average of $(x\pm1)^4$ is $x^4+6x^2+1$, so $w-\bar w=\alpha+\beta(6x^2+1)$. This must equal $2L^2-2x^2-1$. Hence $\beta=-\tfrac13$ and $\alpha=2L^2-\tfrac23$. From the centre,

$$E[N]=L^2,\qquad \mathrm{Var}\,N=w(0)-L^4=\tfrac53L^4-\tfrac23L^2-L^4=\tfrac23L^2(L^2-1).$$

The lost share of the variance is

$$\frac{E[N]}{\mathrm{Var}\,N+E[N]}=\frac{1}{\tfrac23(L^2-1)+1}=\frac{3}{2L^2+1}.$$

For $L=1$ there is one hop and everything is lost. For $L=2$ the share is one third; for $L=10$ it is 1.5 %. In a long escape of this kind the scatter of the path dominates, and a histogram of escape times from the mean clock has nearly the right width. That success does not carry over to a fixed number of hops. The walk with $L=10$ also takes 100 hops on average, yet its fate under the mean clock is quite different from that of the 100-hop vacancy walk.

## Position at a fixed time

An experiment or a process step may fix the time and ask for the position. On a line with step length $a$, let hops go right with probability $p$ and left with $q=1-p$, at the same total rate $R$ everywhere. The number of hops by time $t$ has the Poisson distribution $P_m$ found above. With $\lambda=Rt$,

$$E[N]=\sum_m mP_m=\lambda,\qquad E[N(N-1)]=\lambda^2,$$

because the factors $m$ and $m(m-1)$ cancel against $m!$ and leave the full Poisson sum. Thus $\mathrm{Var}\,N=\lambda^2+\lambda-\lambda^2=\lambda$.

A single step has mean $a(p-q)$ and variance $a^2[1-(p-q)^2]=4pq\,a^2$, the last equality following from $(p+q)^2=1$. Fixing $N$ first, as before, gives

$$\mathrm{Var}\,x=a^2\left[4pq\,E[N]+(p-q)^2\mathrm{Var}\,N\right]=a^2Rt.$$

Under the mean clock, at times when $Rt$ is an integer, $N=Rt$ has no variance and the second term is missing:

$$\mathrm{Var}\,x_{\text{clock}}=4pq\,a^2Rt.$$

The lost share is $(p-q)^2$. At $Rt=20$ the true variance is $20a^2$ for any $p$. The mean clock gives $20a^2$ for $p=0.5$, $12.8a^2$ for $p=0.8$, and zero for $p=1$. With equal total rates, an unbiased walk therefore hides the error in its mean squared displacement at these times, and so in the diffusion coefficient. Its distribution is still wrong: after 20 hops without fail, the walker can be found on even sites alone, whereas the true hop number may be odd.

## How far the silicon example can be trusted

The barrier and attempt frequency are rough typical values for a vacancy, and the barrier of a real vacancy depends on its charge state. An error of 0.05 eV in the barrier changes the mean time by a factor of 1.91. It changes the standard deviation by the same factor, so an error of this size shifts the absolute times by about a factor of two while the relative spread of 10 % stands. Differences in barrier between charge states can be larger than this.

One assumption that doped silicon breaks is that of equal total rates. Doping can also change the charge state of the vacancy, and with it the barrier at every site; the following estimate leaves this out. At a doping of $10^{19}$ cm⁻³, a fraction $f=8.0\times10^{-4}$ of sites has a dopant as a neighbour. Suppose, as an illustration of weak binding, that 0.2 eV lengthens the wait there by $r=e^{0.2/0.07756}=13.2$, and treat the depths of successive sites as independent. In units of the undoped values, the mean becomes $1+f(r-1)=1.010$. The variance consists of the scatter between site types, $f(1-f)(r-1)^2=0.119$, and the average variance of the waits, $1+f(r^2-1)=1.138$, in total 1.257. The standard deviation of the 100-hop time rises from 43 ps to $43.4\sqrt{1.257}\approx49$ ps. The mean clock keeps the part 0.119 and loses 1.138. This estimate ignores return visits to the four deep sites around the same dopant. Such visits leave the mean and the lost part essentially unchanged, but they raise the part kept by the mean clock about fourfold, to roughly 0.47, and the standard deviation to about 55 ps.

These figures hold for weak binding only. Common donors such as phosphorus bind a vacancy much more strongly, by about 1 eV. If the full 1 eV were added to the barrier of every hop from a site beside such a donor, a single wait there would outlast the whole undoped walk by a factor of thousands, and rare trapped walks would set both the mean and the standard deviation. If exchange with the donor is easier than escape, the vacancy may instead spend many short hops changing places with it. In both cases the undoped figures describe at most the walks that meet no dopant.

Four other neglected effects can be estimated, at least in part:

- Tunnelling, in the leading Wigner correction with the attempt frequency taken as the barrier frequency, raises the rate by about 1 %.
- One vibration period is 2.3 % of the mean wait. The exponential law cannot hold for waits as short as that period, which make up about 2 % of the total. This share grows quickly as the barrier falls: for 0.18 eV and the same attempt frequency the period is 39 % of the mean wait, and the exponential law can no longer be relied on. If the surroundings keep a memory of the last hop for longer, more waits are affected: about 21 % are shorter than 1 ps. The size of this memory effect is not estimated here.
- A field of 0.1 MV/cm would drive a very large current through bulk silicon at 900 K, so it is realistic only in a thin region such as a junction; it is about the peak built-in field of an abrupt junction doped to $10^{18}$ cm⁻³ on both sides at this temperature. Directed along a bond and acting on a singly charged vacancy, it changes the energy by 2.35 meV per bond. The total rate changes by a relative $4\times10^{-5}$, and the share of the position variance along the field that is lost through drift is about $8\times10^{-5}$. Both figures grow roughly as the square of the field: at $10^{19}$ cm⁻³ the peak field is near 0.7 MV/cm, and they become about $2\times10^{-3}$ and $4\times10^{-3}$.
- A temperature ramp of 200 K/s heats the crystal by $9\times10^{-8}$ K during the walk, so constant rates are a good assumption.

Capture of the vacancy by other defects is left out altogether, and its size is not estimated here.

## What the mean clock is good for

The mean clock is the expected time given the path. In the splitting of the variance it discards a positive term and leaves the mean alone, so for the same number of independent runs it estimates a mean time with less statistical error than random waits do. With equal total rates and fixed $n$ the error is zero: the 20,000 random walks above left an uncertainty of 0.31 ps in a number that the mean clock gives at once.

This argument covers mean times at a fixed hop number, or at an event determined by the path. For the chance of meeting a deadline, the spread between individual defects, or the broadening of a drifting profile at a given time, the scatter of the waits is part of the answer, and the waits should be drawn from their exponential law unless the scatter of the path is known to dominate, as in the long escape above. Even there, the chance of a very early finish is wrong: with $L=10$ the mean clock never ends an escape before ten mean waits, whereas random waits sometimes do. Most of the computed values are listed in the numerical output below.

## Numbers as computed

```
temperature: 900 K
barrier: 0.40 eV
attempt frequency: 10.0 1/ps
lattice parameter: 0.543 nm
bond length: 0.2351 nm
thermal energy kT: 0.07756 eV
rate per bond: 0.05756 1/ps
total rate R: 0.23023 1/ps
mean wait 1/R: 4.344 ps
n=1: mean 4.34 ps, std 4.34 ps, std/mean 1.0000
n=10: mean 43.44 ps, std 13.74 ps, std/mean 0.3162
n=100: mean 434.35 ps, std 43.44 ps, std/mean 0.1000
n=100: variance 1886.6 ps^2
P(done by 0.9 of mean time): 0.1582, mean clock 0
P(done by 1.1 of mean time): 0.8417, mean clock 1
simulation runs: 20000
simulated mean: 434.70 ps, standard error 0.31 ps
simulated std: 43.51 ps
rms displacement, formula: 2.351 nm
rms displacement, simulated: 2.355 nm
three-state network, total rates (1/time unit): 4.0, 2.5, 1.0
network, 6 hops: true mean 3.1406, clock mean 3.1406 time units
network variance: true 2.4545, clock 0.1633, lost 2.2912 (time units)^2
escape L=2: mean N 4.0, var N 8.0, lost share of time variance 0.3333
escape L=10: mean N 100.0, var N 6600.0, lost share of time variance 0.0149
position variance at Rt=20, p=0.5: true 20.00, clock 20.00 steps^2
position variance at Rt=20, p=0.8: true 20.00, clock 12.80 steps^2
position variance at Rt=20, p=1.0: true 20.00, clock 0.00 steps^2
barrier error 0.05 eV: mean time changes by factor 1.91
doping 1e+19 1/cm^3, binding 0.2 eV: share of deep sites 8.01e-04
deep-site wait longer by factor 13.18
with deep sites: mean time x 1.0098, variance x 1.257
of that variance factor: clock keeps 0.119, loses 1.138
tunnelling, Wigner rate increase: 1.18 %
one vibration period / mean wait: 2.30 %
field 0.1 MV/cm: energy drop per bond 2.35 meV
field: relative change of total rate 3.8e-05
field: lost share of position variance 7.7e-05
ramp 200 K/s: temperature rise during the walk 8.7e-08 K
```
